**Problem.** A first-principles calculation of an atomic hop gives a saddle point whose unstable mode has an imaginary vibrational quantum ħω = 100 meV. Here ω is real and positive, and the curvature of the energy along the path at the saddle is −mω². Evaluate the leading Wigner tunnelling correction to the classical hop rate at 300 K,

κ_W = 1 + u²/24, u = ħω/(k_B T),

and decide whether the expansion is reliable there.

**A tempting solution**

The thermal energy at 300 K is k_B T = 25.852 meV, so

u = 100/25.852 = 3.868, u² = 14.963,

κ_W = 1 + 14.963/24 = 1.623.

For a parabolic barrier the series continues with 7u⁴/5760 and converges for u < 2π = 6.28, a condition that is met. The coefficient 7/5760 = 0.0012 is 34 times smaller than 1/24 = 0.042. The next term should therefore be about 0.62/34 = 0.02, and κ = 1.62 should be good to about 1%.

**Where it fails**

The value 1.623 is the correct leading result. The error estimate is wrong because it compares coefficients instead of terms. The ratio of the two terms is

(7u⁴/5760)/(u²/24) = (7/240)u² = 0.0292 × 14.963 = 0.436.

The next term is thus 0.436 × 0.623 = 0.272, not 0.02. Convergence means that the complete sum exists; it does not say that two terms are enough. The u⁴ term already shows that the correction is far from complete; the full size of the error follows from the complete sum.

**The thermal average**

Take one reaction coordinate x, separable from the other modes, with particles arriving at the barrier in thermal equilibrium and no friction from the lattice. The states in a momentum interval dp number dp/(2πħ) per unit length and arrive with velocity v = dE/dp. The arriving flux per energy interval is therefore dE/(2πħ), weighted by exp(−E/k_B T).

Let P(E) be the transmission probability and V₀ the barrier height. Classically P is 0 below V₀ and 1 above it, and the integrated flux is k_B T exp(−V₀/k_B T)/(2πħ). Dividing the quantum flux by this gives

κ = (1/k_B T) ∫ P(E) exp[−(E − V₀)/k_B T] dE.

With y = (E − V₀)/(ħω), dE = ħω dy and

κ = u ∫ P(y) e^(−uy) dy.

For a parabola the integral runs from −∞ to ∞. A real barrier has a foot, and we return to that difference below.

**Transmission of the parabola**

Near the saddle the Schrödinger equation is

−(ħ²/2m) d²ψ/dx² − ½mω²x²ψ = (E − V₀)ψ.

With q = x√(mω/ħ), division by −ħω/2 turns it into

d²ψ/dq² + (q² + 2y)ψ = 0.

For large |q| try ψ = q^s e^(iq²/2). Then ψ′ = (iq + s/q)ψ, and differentiating again,

ψ″ = [(iq + s/q)² + i − s/q²]ψ = [−q² + 2is + i + O(q⁻²)]ψ.

The equation requires 2is + i = −2y, hence s = iy − 1/2. The local wave number of this solution is q, so it moves right at q > 0 and left at q < 0: away from the barrier on both sides. Its complex conjugate moves inward. In both, |ψ|² falls as 1/|q| while the speed grows as |q|, so squared amplitude ratios are flux ratios.

For a particle arriving from the left,

q → +∞: ψ = t q^(iy−1/2) e^(iq²/2),

q → −∞: ψ = |q|^(−iy−1/2) e^(−iq²/2) + r |q|^(iy−1/2) e^(iq²/2).

To connect t with r, follow the solution along a large half-circle q = ρe^(iφ), with φ from 0 to π. There |e^(iq²/2)| = exp(−½ρ² sin 2φ). In the first quadrant the outward wave is exponentially small. A large inward wave could alter its coefficient, but none is present. In the second quadrant the outward wave is the large one; it can switch on the small inward wave but keeps its own coefficient. At the end q = |q|e^(iπ), and

q^(iy−1/2) = |q|^(iy−1/2) e^(iπ(iy−1/2)) = −i e^(−πy) |q|^(iy−1/2).

Hence r = −i t e^(−πy) and |r|² = |t|² e^(−2πy). With P = |t|² and |r|² + |t|² = 1,

P(y) = 1/(1 + e^(−2πy)).

A direct numerical solution of the wave equation at y = −1, −0.5, 0, 0.3 and 0.8 agrees with this formula within 0.2%. At the barrier top P = 1/2: some particles pass below the top, and some are reflected above it.

**The complete parabolic factor**

We need I = ∫ e^(−uy)/(1 + e^(−2πy)) dy, with κ = uI. The integrand falls off as e^(−uy) on the right and as e^((2π−u)y) on the left, so the integral exists for 0 < u < 2π.

Shift the integration line from y to y + i. The denominator is unchanged and the numerator gains the factor e^(−iu). The two lines enclose one pole, y = i/2, where the derivative of the denominator is −2πe^(−iπ) = 2π. The residue is therefore e^(−iu/2)/(2π), and the residue theorem gives

(1 − e^(−iu)) I = 2πi × e^(−iu/2)/(2π) = i e^(−iu/2).

Dividing, and multiplying numerator and denominator by e^(iu/2),

I = i/(e^(iu/2) − e^(−iu/2)) = 1/(2 sin(u/2)),

κ = (u/2)/sin(u/2), for u < 2π.

To recover the expansion, set z = u/2 and use sin z/z = 1 − z²/6 + z⁴/120 − …. Its inverse is

z/sin z = 1 + z²/6 + (1/36 − 1/120)z⁴ + … = 1 + z²/6 + 7z⁴/360 + …,

κ = 1 + u²/24 + 7u⁴/5760 + ….

The sign of the truncation error follows from an integration by parts. Since u e^(−uy) = −d(e^(−uy))/dy, and the boundary terms vanish for 0 < u < 2π,

κ = ∫ P′(y) e^(−uy) dy, P′(y) = π/[2 cosh²(πy)].

P′ is a positive, even function of unit area. When e^(−uy) is expanded, odd powers of y average to zero and even powers have positive averages. Every term of the series is therefore positive, and for a parabola any truncation lies below the full factor.

**Evaluation and verdict**

At 300 K,

κ = 1.934/sin(1.934) = 1.934/0.9347 = 2.069.

The leading factor, 1.623, is 21.5% below this. Of the full enhancement, 1.069, the leading term supplies 0.623, or 58%. The following terms are 0.272, 0.107 and 0.041. Through u⁴ the sum is 1.896, still 8% low; through u⁸ it is 2.044, about 1% low.

The slow decrease has a simple origin. As a function of u, κ has its nearest poles at u = ±2π, which together contribute a geometric series in (u/2π)². The ratio of successive terms therefore tends to (u/2π)² = 0.379, while the poles further out contribute terms that shrink faster.

The answer is thus: κ_W = 1.62; the series converges at 300 K, but its leading correction is not quantitatively reliable. It shows correctly that tunnelling raises the rate by a factor of order two. For a number at 300 K, the closed form is the better choice when the barrier is close to parabolic over the energies that carry most of the flux.

**Other temperatures**

Hold ħω at 100 meV and vary T. At high temperature u → 0 and κ → 1, the classical limit. The leading factor is 5% below the parabolic one at 446 K and 1% below it at 677 K.

In the other direction, u reaches 2π at

T₀ = ħω/(2πk_B) = 184.7 K,

where the parabolic factor diverges. Below T₀ the Boltzmann weight grows faster towards low energy than the transmission falls. At 150 K, moving the lower limit of the integral from y = −8 to −12 multiplies it by 335. The closed form, used outside its range, gives −5.8, which is plainly meaningless. The leading formula gives 3.5, which looks harmless but has no convergent series behind it. The divergence belongs to the endless parabola; a barrier with a foot has a finite rate, because the energy integral then has a lower limit. Below T₀, and already just above it, where the closed form grows without limit, that rate depends on how the barrier departs from the parabola, which ω alone does not tell.

**Does a finite barrier change the verdict?**

Consider hydrogen hopping between interstitial sites in nickel, with a barrier of roughly 0.40 eV. The 100 meV quantum remains the given value and is not claimed as a computed nickel frequency. The foot of the barrier lies at y = −400/100 = −4, and the parabola draws only 0.005% of its flux from below that level.

For the shape, take V₀/cosh²(x/a). Near the top this is V₀(1 − x²/a²), with curvature −2V₀/a². Equating this to −mω² gives

a = √(2V₀/m)/ω = 0.058 nm

for the proton mass, and a full width at half height of 2a arccosh(√2) = 0.10 nm. This is of the same order as the distance of roughly 0.15 nm between neighbouring octahedral and tetrahedral sites in nickel, although half that distance from the top the model barrier still stands at a quarter of its height. The model barrier is symmetric, however, while these two sites differ in energy. A higher final site closes tunnelling below its own level, an effect that this shape leaves out.

Solving the Schrödinger equation for this barrier and averaging over energies from 50 meV above its foot, the zero-point level of an assumed 100 meV well mode, gives κ = 2.01. The leading factor is 19% below this value and the parabolic factor 3% above it. For this shape and a continuous range of arriving energies, then, the shortfall of the leading term is not an artefact of the parabola. It shrinks when the final site is shallow: an asymmetric Eckart barrier with the same forward height and curvature gives κ = 1.97, 1.84 and 1.67 for return barriers of 200, 100 and 60 meV, and the leading factor is then 17%, 12% and 3% low. A hydrogen atom bound in a well has separate levels instead. They are about 100 meV, or four times k_B T, apart at the bottom and closer near the top: about 60 meV for a cosine well of this depth. As a gauge, replacing the integral by a sum over an even 100 meV ladder gives 1.77 when the barrier top lies midway between two levels and 2.40 when a level lies at the top. Its tunnelling factor also depends on where those levels lie relative to the barrier top, which this average does not include.

**Use in a diffusion coefficient**

For fixed jump length and uncorrelated hops, the diffusion coefficient is proportional to the hop rate and is multiplied by the same κ. Expressed as a lowering of the barrier, k_B T ln κ is 12.5 meV for the leading factor and 18.8 meV for the parabolic one. An assumed barrier error of 50 meV changes the rate by a factor of 6.9, far more than the choice between the two. The choice still matters when the barrier is held fixed and the tunnelling factor itself is wanted. That factor is also sensitive to the input: changing ħω by 10% either way moves the parabolic value to 1.77 or 2.51, so "about 2" is as much as such an input supports.

The factor κ covers the unstable mode alone. A stable mode with u_i = ħω_i/(k_B T) has the quantum partition function 1/[2 sinh(u_i/2)] and the classical one 1/u_i, so treating it quantum mechanically multiplies its partition function by (u_i/2)/sinh(u_i/2). The rate contains the saddle modes in the numerator and the well modes in the denominator. For illustrative quanta of 100 meV for three well modes and 130 meV for two saddle modes, the net factor is

0.4096²/0.5711³ = 0.90.

The near-cancellation belongs to these chosen quanta; the separate factors, 0.4096² = 0.17 from the saddle and 1/0.5711³ = 5.4 from the well, are both far from 1, and saddle quanta of 160 or 200 meV would give a net factor of 0.42 or 0.14, a larger change than κ itself. If zero-point energies and quantum partition functions are already in the calculated rate, this factor must not be applied again.

In real nickel the metal atoms also move during the hop, which breaks the assumption of a separable, frictionless coordinate. The size of that effect is not estimated here, so 2.0 is a result of the one-dimensional model and not a prediction for nickel. The numerical output follows.

Calculated quantities

```
Imaginary quantum: 100.0 meV
Imaginary frequency omega/(2 pi): 24.18 THz
Temperature: 300 K
Thermal energy kB*T: 25.852 meV
u = quantum/(kB*T): 3.8682 (no unit)
u^2: 14.963 (no unit)
Leading correction u^2/24: 0.6234 (no unit)
Leading Wigner factor: 1.6234 (no unit)
Next term, order u^4: 0.2721 (no unit)
Term of order u^6: 0.1073 (no unit)
Term of order u^8: 0.0411 (no unit)
Sum through u^4: 1.8955 (no unit)
Sum through u^8: 2.0440 (no unit)
Limiting ratio of terms (u/2pi)^2: 0.3790 (no unit)
Full parabolic factor: 2.0691 (no unit)
Leading factor below parabolic by: 21.5 %
Barrier shift kB*T*ln(leading): 12.5 meV
Barrier shift kB*T*ln(parabolic): 18.8 meV
Temperature T0 where parabola diverges: 184.7 K
u at 5 % deficit: 2.600 (no unit)
Temperature at 5 % deficit: 446 K
u at 1 % deficit: 1.713 (no unit)
Temperature at 1 % deficit: 677 K
u at 150 K: 7.736 (no unit)
Leading factor at 150 K: 3.494 (no unit)
Closed form misused at 150 K: -5.823 (no unit)
Growth of 150 K integral, lower limit y=-8 to -12: 335 times
Parabolic flux below barrier top: 63.4 %
Rough barrier height: 0.40 eV
Parabolic flux below barrier foot: 0.0049 %
Finite-barrier length a: 0.0576 nm
Finite-barrier full width at half height: 0.102 nm
Zero-point energy cut: 50 meV
Bound on factor omitted by the cut: 4.5e-08 (no unit)
Finite-barrier factor: 2.010 (no unit)
Leading factor relative to finite barrier: -19.2 %
Parabolic factor relative to finite barrier: +2.9 %
Parabolic factor, quantum 10 % lower: 1.766 (no unit)
Parabolic factor, quantum 10 % higher: 2.506 (no unit)
Assumed barrier error: 50 meV
Rate factor from that barrier error: 6.92 times
Assumed well quantum, three modes: 100 meV
Assumed saddle quantum, two modes: 130 meV
Quantum/classical partition ratio, one well mode: 0.5711 (no unit)
Quantum/classical partition ratio, one saddle mode: 0.4096 (no unit)
Net rate factor of stable modes: 0.901 (no unit)
```
